# Magnetic field and proximity exchange field for exciton valley splitting

## Problem

A monolayer of WSe2 has two valleys, K and K′, related by time reversal. Its lowest bright exciton, the A exciton, can be formed in either one. Write $E(\sigma^\pm)$ for the energies of the lines absorbed in the two circular polarizations, and define the valley splitting as

$$D=E(\sigma^+)-E(\sigma^-).$$

In a magnetic field $B$ along the layer normal, $D=g\mu_B B$, where $\mu_B=0.05788$ meV/T and $g$ is close to $-4$.

(a) Show where this value of $g$ comes from, and find the field that gives $|D|=1$ meV.

(b) The layer is now placed on a ferromagnetic insulator magnetized along the normal. Exchange across the interface shifts a spin-up electron by $X_c=-2.5$ meV in the conduction band and by $X_v=-1.0$ meV in the valence band; spin-down electrons shift oppositely. Find the exciton splitting at $B=0$ and the magnetic field that would produce the same splitting. Compare that field with the fields that would shift the spins of each band by the same amounts.

(c) How do the direction and the temperature of the magnet change the result, and can the splitting be seen if each line is 5 meV wide?

The spin-orbit splittings are 40 meV in the conduction band and 450 meV in the valence band. The magnetic ions have spin 3/2 and the Curie temperature is 60 K. All these material parameters are rough.

## Solution

### Which valley absorbs which polarization

Let $\tau=+1$ at K and $-1$ at K′, and let $\mathbf q$ be the wavevector measured from the valley centre. Near the band edges a two-band model is

$$H=\gamma(\tau q_x\sigma_x+q_y\sigma_y)+\frac{\Delta}{2}\sigma_z .$$

The matrices $\sigma_i$ act on the pair (conduction, valence), $\Delta$ is the gap and $\gamma$ the interband coupling. The momentum operator is proportional to $\partial H/\partial\mathbf q$, so

$$p_x\pm ip_y\ \propto\ \tau\sigma_x\pm i\sigma_y .$$

Since $\sigma_x+i\sigma_y=2|c\rangle\langle v|$, the operator $p_x+ip_y$ lifts an electron from valence to conduction band at K. At K′ it becomes $-\sigma_x+i\sigma_y=-2|v\rangle\langle c|$, which cannot do so. With $p_x-ip_y$ the roles are exchanged. Calling absorption through $p_x+ip_y$ $\sigma^+$, we have $\sigma^+$ at K and $\sigma^-$ at K′.

These operators do not act on spin, so a bright transition conserves it. Spin-orbit coupling puts the top of the valence band in the spin state $s=+1$ at K and $s=-1$ at K′. The bright A exciton therefore joins two spin-up bands at K and two spin-down bands at K′.

### Band shifts in a magnetic field

Three terms shift a band edge.

**Spin.** An electron has energy $\tfrac12 g_s s\,\mu_B B$ with $g_s=2.0023$. This is the same in both bands for a given $s$.

**Orbital motion within an atom.** The valence edge is built from metal d orbitals with angular momentum $2\tau\hbar$ along the normal, and the conduction edge from a d orbital with zero. The shifts are $2\tau\mu_BB$ and $0$.

**Orbital motion between cells.** For an electron of charge $-e$, the field replaces $\hbar\mathbf q$ by $\mathbf p+e\mathbf A\equiv\hbar\mathbf Q$. The components no longer commute:

$$[Q_x,Q_y]=\frac{e}{\hbar^2}\big([p_x,A_y]+[A_x,p_y]\big)=-\frac{ieB}{\hbar}.$$

Now square $H$. The cross terms with $\sigma_z$ vanish because $\sigma_z$ anticommutes with $\sigma_x$ and $\sigma_y$. With $\sigma_x\sigma_y=i\sigma_z$,

$$(\tau Q_x\sigma_x+Q_y\sigma_y)^2=Q^2+i\tau\sigma_z[Q_x,Q_y]=Q^2+\tau\sigma_z\frac{eB}{\hbar},$$

$$H^2=\frac{\Delta^2}{4}+\gamma^2\Big(Q^2+\tau\sigma_z\frac{eB}{\hbar}\Big).$$

Near the conduction edge $\sigma_z\simeq+1$, and the positive root to first order is

$$E_c\simeq\frac{\Delta}{2}+\frac{\gamma^2}{\Delta}Q^2+\tau\frac{\gamma^2eB}{\Delta\hbar}.$$

The second term is the kinetic energy $\hbar^2Q^2/2m^*$, so $\gamma^2/\Delta=\hbar^2/2m^*$. The last term is then $\tau\hbar eB/2m^*=\tau(m_0/m^*)\mu_BB$. Near the valence edge $\sigma_z\simeq-1$ and the root is negative. The two sign changes cancel in the last term:

$$E_v\simeq-\frac{\Delta}{2}-\frac{\hbar^2Q^2}{2m^*}+\tau\frac{m_0}{m^*}\mu_BB .$$

Both bands move the same way. Write these shifts as $\tau o_n\mu_BB$; this model has $o_c=o_v=m_0/m^*$. For $\Delta=1.60$ eV and $\gamma=0.39$ eV nm the mass is $m^*=0.401\,m_0$ and $o_c=o_v=2.495$, larger than the atomic term.

### The exciton g-factor and the required field

The exciton energy is the conduction energy minus the valence energy, less a binding energy. At $B=0$ time reversal makes the binding energy equal in the two valleys, and we assume that the field leaves it so. At K the exciton shifts by

$$\Big[\Big(\frac{g_s}{2}+o_c\Big)-\Big(\frac{g_s}{2}+2+o_v\Big)\Big]\mu_BB=(-2+o_c-o_v)\mu_BB .$$

The spin term has cancelled. At K′ every term changes sign, so the splitting is twice this shift:

$$D=g\mu_BB,\qquad g=-4+2(o_c-o_v).$$

With equal intercell shifts, $g=-4$: the $\sigma^+$ line moves down when $B$ is positive. The field for a 1 meV splitting is

$$B_1=\frac{1\ \text{meV}}{|g|\mu_B}=\frac{1}{4\times0.05788}\ \text{T}=4.3\ \text{T}.$$

At 1 T the splitting is only 0.23 meV in size.

The cancellation between $o_c$ and $o_v$ is a property of the symmetric two-band model, which forces equal electron and hole masses. In WSe2 the masses differ, roughly $0.29\,m_0$ and $0.36\,m_0$; put into the rule $o_n=m_0/m^*$ they would give $g\approx-2.7$. Other bands make the two shifts unequal and also break that rule. The model therefore shows which terms cancel and why a value near $-4$ is plausible, but it does not predict $g$ for WSe2; the value used here rests on measurement. As an illustration of the sensitivity, take a 10% mismatch. If $o_c$ is 10% larger while $o_v$ is held fixed, $g$ changes by $2\times0.1\times2.495\simeq0.5$, to $-3.5$, and the required field is 4.9 T. If $o_c$ is 10% smaller, $g=-4.5$ and the field is 3.8 T. A mismatch of this size thus moves the required field by 0.5 to 0.6 T, and by more if the intercell shifts are larger than the two-band value. When $g$ has been measured, that value should replace $-4$ in the formula.

### The exchange splitting

Let $m$ be the magnetization of the ferromagnet divided by its saturation value, and assume that the exchange shifts are proportional to it. The magnet breaks time reversal even at $B=0$, so we also assume that it leaves the binding energies in the two valleys equal. For magnetization along the normal, an electron of spin $s$ in band $n$ shifts by $sX_nm$. The bright exciton has $s=+1$ at K and $s=-1$ at K′, so its shifts are $\pm(X_c-X_v)m$, and

$$D_{\rm ex}=2(X_c-X_v)m .$$

For $m=1$ this is $2(-2.5+1.0)=-3.0$ meV. The magnetic field giving the same exciton splitting is

$$B_{\rm eq}=\frac{D_{\rm ex}}{g\mu_B}=\frac{-3.0}{-4\times0.05788}\ \text{T}=13\ \text{T}.$$

The interface thus does the work of a field three times $B_1$, with no applied field.

This is not the field felt by the electron spins. A field $B_n$ that reproduces the spin shift of one band satisfies $\tfrac12g_s\mu_BB_n=X_n$, which gives

$$B_c=-43\ \text{T},\qquad B_v=-17\ \text{T}.$$

The minus signs mean that spin-up electrons are lowered, whereas a positive field raises them. Substituting $X_n=\tfrac12g_s\mu_BB_n$ into $D_{\rm ex}$ connects the three fields at $m=1$:

$$B_{\rm eq}=\frac{g_s}{g}(B_c-B_v).$$

The exciton senses the difference of the two spin fields, weighted by $g_s/g\simeq-1/2$. Here the difference is $-26$ T, and half of it with the sign reversed is $+13$ T.

The limit $X_c=X_v$ makes the distinction plain. Both bands are then spin-split, possibly strongly, yet with the magnetization along the normal the bright exciton does not split, because its initial and final electron states move together. In this model of pure spin shifts, an exciton splitting therefore measures $X_c-X_v$ and cannot give either exchange shift separately. For the same reason, a calculated spin splitting of one band should not be converted to an exciton splitting without the other band.

### Field and exchange together

Both shifts are linear, so for magnetization along the normal they add with their signs:

$$D=g\mu_BB+2(X_c-X_v)m .$$

At $B=1$ T and $m=1$ this gives $-0.23-3.00=-3.23$ meV. If the magnetization is reversed while the field is held at 1 T, it gives $-0.23+3.00=+2.77$ meV. The sign of $D$ follows the magnet, and the two sizes differ by twice the ordinary Zeeman splitting. That difference separates the two contributions in one sample, provided the magnet keeps its reversed state at the field used.

### Direction of the magnetization

Tilt the magnetization by an angle $\theta$ from the normal, with $m=1$. Let $L_n$ be half the spin-orbit splitting of band $n$. The spin part of its Hamiltonian is

$$(\tau L_n+X_n\cos\theta)s_z+X_n\sin\theta\,s_x ,$$

where $s_x$ and $s_z$ are Pauli matrices. The state used by the bright exciton is the upper one in both bands and both valleys:

$$\varepsilon_{n\tau}=\sqrt{(\tau L_n+X_n\cos\theta)^2+X_n^2\sin^2\theta}
=\sqrt{L_n^2+2\tau L_nX_n\cos\theta+X_n^2}.$$

Expanding for $|X_n|\ll L_n$ gives

$$\varepsilon_{n\tau}\simeq L_n+\tau X_n\cos\theta+\frac{X_n^2\sin^2\theta}{2L_n}-\tau\frac{X_n^3\cos\theta\sin^2\theta}{2L_n^2}.$$

The quadratic term is the same in both valleys and drops out of the splitting. What remains is

$$D_{\rm ex}\simeq2(X_c-X_v)\cos\theta-\cos\theta\sin^2\theta\Big(\frac{X_c^3}{L_c^2}-\frac{X_v^3}{L_v^2}\Big).$$

Spin-orbit coupling holds the spins along the normal, so to leading order only the normal component of the magnetization counts. At $\theta=60^\circ$ the leading term is $-1.500$ meV. The conduction band, with $L_c=20$ meV, corrects it by $+0.375\times15.6/400=+0.015$ meV; the valence correction is far smaller. The sum, $-1.485$ meV, agrees with diagonalization of the four-band Hamiltonian.

At $\theta=90^\circ$ the square root no longer depends on $\tau$, and the splitting vanishes. A magnet whose magnetization lies in the plane must be pulled out of it by an applied field before it can split the valleys in this way.

### Temperature of the magnet

In mean-field theory each magnetic ion has four levels, labelled by $\sigma=\pm1,\pm\tfrac13$, with energies $-k_Bam\sigma$. The constant $a$ is a temperature that measures the coupling to the neighbours. Averaging $\sigma$ with Boltzmann weights gives

$$m=\frac{\sinh x+\frac13\sinh(x/3)}{\cosh x+\cosh(x/3)},\qquad x=\frac{am}{T}.$$

For small $m$ the right-hand side is $\tfrac12(1+\tfrac19)x=\tfrac59am/T$. A nonzero solution therefore appears below $T_C=\tfrac59a$, and $T_C=60$ K fixes $a=108$ K.

The solutions are $m=1.00$ at 5 K, 0.92 at 30 K and 0.60 at 50 K. The last reduces the splitting to 1.8 meV in size. A splitting of 1 meV needs $m=1/3$, for which the equation gives 57 K.

Mean-field theory neglects spin waves and critical fluctuations, which matter in thin magnets, so these temperatures are a guide to the trend. Above $T_C$ the zero-field exchange splitting is gone. The direct Zeeman term $g\mu_BB$ remains, but it need not be the whole splitting: not far above $T_C$ an applied field of a few tesla also magnetizes the ions, and the exchange term returns with that induced $m$. The value of 4.3 T for a 1 meV splitting therefore applies to a layer without the magnet.

### Can the splitting be seen?

Suppose first that both polarizations are collected together, as two equal Lorentzian lines of half-width $h$ at $\pm d/2$. With $b=d/2$, $u=x^2$ and $p=b^2+h^2$, where $x$ is now the energy from the midpoint, their sum is

$$\frac{1}{(x-b)^2+h^2}+\frac{1}{(x+b)^2+h^2}=\frac{2(u+p)}{(u+p)^2-4b^2u}.$$

The derivative with respect to $u$ has the sign of $4b^2p-(u+p)^2$. It vanishes at $u=2b\sqrt p-p$, which is positive only if $4b^2>p$, that is, $3b^2>h^2$. Two maxima therefore require

$$d>\frac{2h}{\sqrt3}=\frac{w}{\sqrt3},$$

where $w=2h$ is the full width at half maximum. For $w=5$ meV the limit is 2.9 meV. The 1 meV splitting shows one peak, and the 3 meV splitting barely shows two. Even then the maxima are misleading. With $b=1.5$ and $h=2.5$ meV, $p=8.5$ meV² and $u=0.25$ meV², so the maxima lie about 1.0 meV apart, not 3.0 meV.

The remedy is to record $\sigma^+$ and $\sigma^-$ separately. Near the A exciton each spectrum then holds one strong line in this model, and the difference of the two centres can be found even when it is much smaller than the width, if the noise allows.

## A few cases

In all rows $g=-4$. Except in the row at 50 K, the magnet, where present, is saturated.

| Case | $D$ (meV) |
|---|---:|
| 4.3 T, no magnet | −1.00 |
| 1 T, no magnet | −0.23 |
| Magnet along normal, $B=0$ | −3.00 |
| Same, with $X_v=X_c=-2.5$ meV | 0 |
| Magnet along normal, 1 T | −3.23 |
| Magnet reversed, 1 T | +2.77 |
| Magnet tilted by 60°, $B=0$ | −1.49 |
| Magnet in plane, $B=0$ | 0 |
| Magnet along normal, 50 K, $B=0$ | −1.81 |

## What the estimate leaves out

**Diamagnetic shift.** The field also adds a term quadratic in $B$. At zero total momentum, a phase factor $\exp[ie\mathbf A(\mathbf r)\cdot\mathbf R/\hbar]$ removes the centre-of-mass position $\mathbf R$ in the symmetric gauge. The kinetic energies become $(\mathbf p+e\mathbf A)^2/2m_e$ and $(\mathbf p-e\mathbf A)^2/2m_h$, with $\mathbf A=\tfrac12\mathbf B\times\mathbf r$ and $\mathbf r$ the electron-hole separation. The terms linear in $B$ are proportional to the relative angular momentum, which is zero in an s state. Since $A^2=B^2r^2/4$, the quadratic terms give

$$\delta E=\frac{e^2B^2\langle r^2\rangle}{8\mu},$$

where $\mu$ is the reduced mass. For an rms radius of 1.7 nm and $\mu=0.20\,m_0$ this is about 6 µeV at 4.3 T. It is equal in both valleys and cancels in $D$.

**Valley mixing.** The K and K′ excitons at zero total momentum carry angular momenta $+1$ and $-1$. These differ by 2, while threefold symmetry allows mixing only between values that differ by a multiple of 3. Strain, a low-symmetry stacking on the magnet, or a magnetization with an in-plane component can break this symmetry. A coupling $V$ between levels at $\pm D/2$ gives energies $\pm\sqrt{D^2/4+|V|^2}$, hence a separation $\sqrt{D^2+4|V|^2}$. For $|D|=1$ meV, a coupling of 0.2 meV would raise the separation by 8%. The lines would then also be elliptically polarized.

**The real interface.** The parameters are modelled on WSe2 on the layered magnet CrI3, whose magnetization prefers the normal direction and whose Curie temperature is roughly 60 K in thick crystals and lower in the thinnest ones. An exciton splitting of a few meV is the right rough size for this pair. The separate values of $X_c$ and $X_v$ are choices made to give such a splitting. The gap of 1.60 eV is a rough band parameter, smaller than the true quasiparticle gap; it affects $m^*$ but drops out of $g$ when $o_c=o_v$. In thin CrI3 crystals, neighbouring layers tend to be magnetized oppositely at zero field. Exchange across the interface is short-ranged and follows mainly the nearest layer, so $m$ should then be read as the magnetization of that layer, not of the whole crystal. A real sample may also depart from the assumption of one uniform magnetic domain. If a quarter of the illuminated area is magnetized the other way, the size of the splitting averaged over the area falls to $(0.75-0.25)\times3.0=1.5$ meV, and the equivalent field deduced from this average falls from 13 to 6.5 T. The peak maxima move less, because each spectrum is now a sum of two overlapping lines of unequal strength. For equally bright areas and Lorentzian lines 5 meV wide, the maxima of the two spectra are still about 2.6 meV apart, so the result depends on how the line position is read. On CrI3, electrons of one spin also transfer into the magnet more easily than those of the other, so in emission the two polarizations are not equally bright, and the estimates made above for equal lines are only a guide. Stacking and charge transfer at the interface can also change $X_c-X_v$, so $B_{\rm eq}$ belongs to a particular sample, whereas $B_1$ needs only the exciton g-factor.

The numerical output below lists the main parameters and results. The valley coupling of 0.2 meV and the reversed quarter of the area are illustrations chosen in this section and do not appear there.

## Values computed for the example and the checks

```
Bohr magneton: 0.05788 meV/T
Free-electron spin g-factor (size): 2.0023
Spin-orbit splitting, conduction band: 40 meV
Spin-orbit splitting, valence band: 450 meV
Gap between bright-exciton bands: 1.60 eV
Interband coupling: 0.39 eV nm
Band mass m*/m0 from curvature: 0.401
Intercell orbital shift, each band at K: 2.495 muB B
Exciton g-factor from diagonalization: -4.000
Splitting at 1 T, no magnet: -0.2315 meV
Field for 1 meV splitting: 4.319 T
g if conduction orbital shift is 10% larger: -3.50
  field for 1 meV then: 4.93 T
g if conduction orbital shift is 10% smaller: -4.50
  field for 1 meV then: 3.84 T
Exchange shift Xc (spin up): -2.5 meV
Exchange shift Xv (spin up): -1.0 meV
Exciton exchange splitting, full m: -3.00 meV
Exciton-equivalent exchange field: 12.96 T
Equivalent field / field for 1 meV: 3.00
Spin field of conduction band alone: -43.1 T
Spin field of valence band alone: -17.3 T
Exciton splitting if Xv = Xc: 0.000 meV
Splitting at 1 T, magnetization along B: -3.232 meV
Splitting at 1 T, magnetization reversed: 2.768 meV
Exchange splitting, tilt 60 deg, diagonalized: -1.485 meV
  leading-order cosine rule: -1.500 meV
Exchange splitting, in-plane (size): 0.000 meV
Curie temperature: 60 K, ion spin: 1.5
At 5 K: m = 1.000, exchange splitting -3.00 meV
At 30 K: m = 0.918, exchange splitting -2.75 meV
At 50 K: m = 0.604, exchange splitting -1.81 meV
Reduced magnetization for 1 meV: 0.333
Temperature where exchange gives 1 meV: 57.2 K
Thermal energy at 5 K: 0.431 meV
Linewidth (full width at half maximum): 5.0 meV
Smallest splitting with two maxima: 2.89 meV
Exciton rms radius: 1.7 nm
Exciton reduced mass: 0.20 m0
Common diamagnetic shift at that field: 5.93 ueV
```
